\section*{The singles–triples term and the energy formula of CCSD(T)}

\section*{Setting}

CCSD includes single and double excitations of a reference determinant. The correction called (T) estimates, without further iteration, what connected triple excitations would add. This problem derives it from the coupled-cluster equations.

Let $|0\rangle$ be a canonical Hartree--Fock determinant built from real spin-orbitals with energies $\varepsilon_p$. The labels $i,j,k,l,m$ denote occupied spin-orbitals, $a,b,c,d,e$ virtual ones, and $p,q,r,s$ either kind. A label also stands for its annihilation operator, so that $a^\dagger i$ moves an electron from $i$ to $a$. Braces denote normal order relative to $|0\rangle$. The Hamiltonian is $H=E_{\rm HF}+F+V$ with
\begin{equation}
F=\sum_p\varepsilon_p\{p^\dagger p\},\qquad
V=\tfrac14\sum_{pqrs}\langle pq||rs\rangle\{p^\dagger q^\dagger s\,r\}.
\end{equation}
For a canonical Hartree--Fock reference there is no other one-body term. Hence $F|0\rangle=0$, $\langle0|V|0\rangle=0$, and $V|0\rangle$ contains double excitations only.

The excited determinants are $|\Phi_i^a\rangle=a^\dagger i|0\rangle$, $|\Phi_{ij}^{ab}\rangle=a^\dagger b^\dagger j\,i|0\rangle$ and $|\Phi_{ijk}^{abc}\rangle=a^\dagger b^\dagger c^\dagger k\,j\,i|0\rangle$. The cluster operators are
\begin{equation}
T_1=\sum t_i^a\,a^\dagger i,\quad
T_2=\tfrac14\sum t_{ij}^{ab}\,a^\dagger b^\dagger j\,i,\quad
T_3=\tfrac1{36}\sum t_{ijk}^{abc}\,a^\dagger b^\dagger c^\dagger k\,j\,i,
\end{equation}
with antisymmetric amplitudes and unrestricted sums. A general excitation is called $\mu$, and $D_\mu$ is the sum of its occupied orbital energies minus the sum of its virtual ones. The antisymmetrizer is
\begin{equation}
P(i/jk)f(ijk)=f(ijk)-f(jik)-f(kji),
\end{equation}
and $P(a/bc)$ acts likewise on virtual labels. Orders are counted in powers of $V$ and written as superscripts in parentheses.

\section*{(a) At which order does each amplitude begin?}

Bring the equations $\langle\mu|e^{-T}(F+V)e^{T}|0\rangle=0$ to a form that can be solved order by order.

\subsection*{Solution}

An excitation operator $\tau_\mu$ raises the orbital-energy sum by $-D_\mu$, so $[F,\tau_\mu]=-D_\mu\tau_\mu$. Thus $[F,T]$ is again an excitation operator and commutes with $T$. The expansion of $e^{-T}Fe^{T}$ stops at $F+[F,T]$, and because $F|0\rangle=0$,
\begin{equation}
D_\mu t_\mu=\langle\mu|e^{-T}Ve^{T}|0\rangle,\qquad
E_{\rm corr}=\langle0|Ve^{T}|0\rangle=\langle0|V(T_2+\tfrac12T_1^2)|0\rangle .
\label{amp}
\end{equation}

At first order the right-hand side of the amplitude equation is $\langle\mu|V|0\rangle$, which is nonzero for doubles only:
\begin{equation}
D_{ij}^{ab}\,t_{ij}^{ab(1)}=\langle\Phi_{ij}^{ab}|V|0\rangle=\langle ij||ab\rangle .
\label{d1}
\end{equation}
At second order it is $\langle\mu|[V,T_2^{(1)}]|0\rangle$. The piece $T_2V|0\rangle$ is a quadruple excitation and drops out for singles and triples, so
\begin{equation}
D_i^a t_i^{a(2)}=\langle\Phi_i^a|VT_2^{(1)}|0\rangle,\qquad
D_{ijk}^{abc}t_{ijk}^{abc(2)}=\langle\Phi_{ijk}^{abc}|VT_2^{(1)}|0\rangle .
\label{s2}
\end{equation}
Doubles begin at order one, singles and connected triples at order two.

\section*{(b) What are the leading connected triples?}

Evaluate $\langle\Phi_{ijk}^{abc}|VT_2|0\rangle$ in terms of integrals and doubles amplitudes.

\subsection*{Solution}

To turn a double into a triple, $V$ must create three particles or holes and destroy one. Two parts of $V$ do this. In each, two equal terms of the sum turn the factor $\tfrac14$ into $\tfrac12$:
\begin{align}
V_{\rm p}&=\tfrac12\sum\langle bc||ei\rangle\,b^\dagger c^\dagger i\,e,\\
V_{\rm h}&=\tfrac12\sum\langle ma||jk\rangle\{m^\dagger a^\dagger k\,j\}
=-\tfrac12\sum\langle ma||jk\rangle\,a^\dagger k\,j\,m^\dagger .
\end{align}
The minus sign comes from moving $m^\dagger$, which destroys a hole, past three operators.

For the particle part, $e$ can remove either virtual label of $T_2$, with equal results:
\begin{equation}
e\,T_2|0\rangle=\tfrac12\sum t_{jk}^{ea}\,a^\dagger k\,j|0\rangle
=-\tfrac12\sum t_{jk}^{ae}\,a^\dagger k\,j|0\rangle .
\end{equation}
Multiplication by $b^\dagger c^\dagger i$ produces $b^\dagger c^\dagger i\,a^\dagger k\,j$. Moving $a^\dagger$ to the front passes three operators and gives a minus sign; moving $i$ to the end passes two and gives none. The two minus signs cancel:
\begin{equation}
V_{\rm p}T_2|0\rangle=\tfrac14\sum t_{jk}^{ae}\langle ei||bc\rangle|\Phi_{ijk}^{abc}\rangle ,
\end{equation}
where $\langle bc||ei\rangle=\langle ei||bc\rangle$ for real orbitals.

For the hole part, $m^\dagger|0\rangle=0$, and $m^\dagger$ can remove either occupied label:
\begin{equation}
m^\dagger T_2|0\rangle=\tfrac12\sum t_{im}^{bc}\,b^\dagger c^\dagger i|0\rangle .
\end{equation}
In $a^\dagger k\,j\,b^\dagger c^\dagger i$ the pair $b^\dagger c^\dagger$ passes the pair $k\,j$ without a sign, so
\begin{equation}
V_{\rm h}T_2|0\rangle=-\tfrac14\sum t_{im}^{bc}\langle ma||jk\rangle|\Phi_{ijk}^{abc}\rangle .
\end{equation}

Both results have the form $\tfrac14\sum f_{ijk}^{abc}|\Phi_{ijk}^{abc}\rangle$, with $f$ antisymmetric in $jk$ and in $bc$. A given determinant occurs in this sum $36$ times, once for each ordering of its labels. The six orderings of $ijk$ form three pairs that differ by exchange of the last two labels. The members of a pair contribute equally, and the same holds for $abc$. The $36$ terms are therefore four times the nine terms of $P(i/jk)P(a/bc)$:
\begin{equation}
\Big\langle\Phi_{ijk}^{abc}\Big|\tfrac14\sum f\,\Phi\Big\rangle=P(i/jk)P(a/bc)f_{ijk}^{abc}.
\label{lemma}
\end{equation}
Calling the resulting triples $t_c$, with $D$ short for $D_{ijk}^{abc}$,
\begin{equation}
D\,t_c=P(i/jk)P(a/bc)\Big[\sum_e t_{jk}^{ae}\langle ei||bc\rangle-\sum_m t_{im}^{bc}\langle ma||jk\rangle\Big].
\label{tc}
\end{equation}
They are connected because $V$ and $T_2$ share the summed line $e$ or $m$. The sum over $e$ involves three occupied and four virtual labels, so its cost grows as the seventh power of system size. It is done once, after CCSD has converged.

\section*{(c) How do triples first change the energy?}

Follow $T_3$ through the doubles equation.

\subsection*{Solution}

The energy expression in (\ref{amp}) does not contain $T_3$, which acts by changing the other amplitudes. In the doubles equation it produces a third-order shift $D_\mu\,\delta t_\mu^{(3)}=\langle\mu|VT_3^{(2)}|0\rangle$. With (\ref{d1}), and sums over distinct doubles $\mu$,
\begin{equation}
\delta E^{(4)}=\sum_\mu\langle0|V|\mu\rangle\,\delta t_\mu^{(3)}
=\sum_\mu t_\mu^{(1)}D_\mu\,\delta t_\mu^{(3)}
=\langle0|T_2^{(1)\dagger}VT_3^{(2)}|0\rangle .
\end{equation}
Since everything is real, $V$ may be read as acting to the left, where (\ref{s2}) gives $D\,t_c$ for each triple. The correction [T] is this expression with converged CCSD doubles in place of $T_2^{(1)}$:
\begin{equation}
E_{[{\rm T}]}=\tfrac1{36}\sum_{ijkabc}t_c\,D\,t_c .
\label{T4}
\end{equation}
The factor $\tfrac1{36}$ compensates for the unrestricted sum. If all occupied levels lie below all virtual ones, $D<0$ and $E_{[{\rm T}]}\le0$. With this ordering of levels, a triples denominator approaches zero only when three occupied and three virtual spin-orbitals all come together in energy. Closing the gap between a single highest occupied and a single lowest virtual orbital, two spin-orbitals each, is not enough. When some $D\to0$, the term $(Dt_c)^2/D$ diverges unless its numerator vanishes, and the correction is then unusable. Finite denominators do not make it safe. The numerator is quadratic in the doubles amplitudes, which grow large when a bond is stretched from a restricted Hartree--Fock reference. In hydrogen fluoride at three times its bond length (6-31G basis) the correction overshoots the full-CI energy by more than the CCSD error, while every $|D|$ stays above $1\,E_{\rm h}$.

\section*{(d) What do triples contribute through the singles?}

Find the leading energy change caused by $T_3$ in the singles equation, including its numerical coefficient.

\subsection*{Solution}

The singles shift by $D_i^a\,\delta t_i^{a(3)}=\langle\Phi_i^a|VT_3^{(2)}|0\rangle$. To evaluate this, let the doubly exciting part of $V$ act on the single excitation:
\begin{equation}
\tfrac14\sum_{jkbc}\langle bc||jk\rangle\,b^\dagger c^\dagger k\,j\,a^\dagger i|0\rangle
=\tfrac14\sum_{jkbc}\langle jk||bc\rangle|\Phi_{ijk}^{abc}\rangle .
\label{vplus}
\end{equation}
No sign arises, since $a^\dagger$ passes four operators. The overlap with $T_3|0\rangle$ gives
\begin{equation}
D_i^a\,\delta t_i^{a(3)}=\tfrac14\sum_{jkbc}\langle jk||bc\rangle\,t_{ijk}^{abc(2)} .
\label{ds}
\end{equation}

This shift does not enter the energy directly at fifth order: $\langle0|VT_1|0\rangle=0$, and in $\tfrac12\langle0|VT_1^2|0\rangle$ it first appears at order $1+2+3=6$. It does change the doubles at fourth order, by $D_\mu\,\delta t_\mu^{(4)}=\langle\mu|V\,\delta T_1^{(3)}|0\rangle$. As in part (c), the energy then changes by
\begin{equation}
\delta E^{(5)}=\sum_\mu t_\mu^{(1)}D_\mu\,\delta t_\mu^{(4)}
=\langle0|T_2^{(1)\dagger}V\,\delta T_1^{(3)}|0\rangle
=\sum_{ia}D_i^a\,t_i^{a(2)}\,\delta t_i^{a(3)} .
\end{equation}
The last step lets $V$ act to the left and uses the singles equation in (\ref{s2}). Inserting (\ref{ds}), and then converged CCSD amplitudes, gives
\begin{equation}
E_{\rm ST}=\tfrac14\sum_{ijkabc}t_i^a\,\langle jk||bc\rangle\,t_c .
\label{ST}
\end{equation}
The coefficient is one: there is no second, mirror-image copy to add. The order is $2+1+2=5$. With converged amplitudes, (\ref{ST}) also contains parts of higher order, so ``fifth-order'' describes its leading part.

The term is linear in $t_i^a$, so its form fixes no sign, in contrast to (\ref{T4}). It vanishes when the singles vanish.

\section*{(e) Can both corrections be written as one sum?}

Interpret $t_i^a\langle jk||bc\rangle$ as a triple excitation and combine (\ref{T4}) with (\ref{ST}).

\subsection*{Solution}

Multiply (\ref{vplus}) by $t_i^a$ and sum over $i,a$. The result is the triples part of $VT_1|0\rangle$, namely $\tfrac14\sum t_i^a\langle jk||bc\rangle|\Phi_{ijk}^{abc}\rangle$. It has the form required by (\ref{lemma}), which suggests the definition
\begin{equation}
D\,t_d=\langle\Phi_{ijk}^{abc}|VT_1|0\rangle=P(i/jk)P(a/bc)\,t_i^a\langle jk||bc\rangle .
\label{td}
\end{equation}
These triples are disconnected: $V$ excites one pair of electrons while $T_1$ excites a third, with no shared summed line. They are not part of $T_3$. In the triples equation the combination is $[V,T_1]$, and $-T_1V|0\rangle$ cancels exactly this product. Here $t_d$ is a device for writing the energy.

Now consider $\sum t_c\,D\,t_d$. Each of the nine terms in (\ref{td}) is the first one with labels exchanged and a sign. Renaming the summation labels restores the first term, while the antisymmetric $t_c$ supplies the same sign again. All nine contribute equally:
\begin{equation}
\tfrac1{36}\sum t_c\,D\,t_d=\tfrac9{36}\sum t_c\,t_i^a\langle jk||bc\rangle=E_{\rm ST}.
\end{equation}
Adding (\ref{T4}) gives
\begin{equation}
E_{({\rm T})}=E_{[{\rm T}]}+E_{\rm ST}
=\frac1{36}\sum_{ijkabc}t_c\,D_{ijk}^{abc}\,(t_c+t_d),
\label{final}
\end{equation}
with $t_c$ from (\ref{tc}) and $t_d$ from (\ref{td}). The sum is zero for fewer than three electrons, as it must be. The derivation needs a canonical Hartree--Fock reference. Otherwise the off-diagonal Fock elements add a one-body part to the perturbation and further terms appear. For a reference that is not Hartree--Fock, the occupied--virtual elements also put singles into $V|0\rangle$.

\section*{(f) Is this the whole fifth-order effect of triples?}

Compare (\ref{final}) with the fifth-order difference between CCSDT and CCSD.

\subsection*{Solution}

At fifth order the energy needs the change of the doubles at fourth order. Besides $V\,\delta T_1^{(3)}$, treated in (d), the doubles equation contains $V\,\delta T_2^{(3)}$ and $VT_3^{(3)}$.

For the first of these, $\langle\mu|VT_2^{(1)}|0\rangle=D_\mu t_\mu^{(2)}$ for doubles, so its energy is
\begin{equation}
\sum_\mu t_\mu^{(2)}D_\mu\,\delta t_\mu^{(3)}=\langle0|T_2^{(2)\dagger}VT_3^{(2)}|0\rangle\equiv E_{\rm DT}.
\end{equation}

For the second, $\langle0|T_2^{(1)\dagger}VT_3^{(3)}|0\rangle=\sum_\mu t_\mu^{(2)}D_\mu t_\mu^{(3)}$, now summed over distinct triples. Their third-order equation is
\begin{equation}
D_\mu t_\mu^{(3)}=\langle\mu|VT_2^{(2)}+VT_3^{(2)}+\tfrac12[[V,T_2^{(1)}],T_2^{(1)}]|0\rangle .
\end{equation}
The first term gives $E_{\rm DT}$ again. Call the energies from the other two $E_{\rm TT}$ and $E_{\rm TQ}$. Then
\begin{equation}
E^{(5)}_{\rm CCSDT}-E^{(5)}_{\rm CCSD}=E_{\rm ST}^{(5)}+2E_{\rm DT}+E_{\rm TT}+E_{\rm TQ}.
\label{budget}
\end{equation}
Inserting $T_2^{(1)}+T_2^{(2)}$ into the quadratic expression (\ref{T4}) produces $2E_{\rm DT}$ at fifth order. Thus (T) contains the first two terms of (\ref{budget}) and omits the last two: the interaction among triples and their coupling to products of two doubles. Connected quadruples are absent from both CCSDT and CCSD(T).

\section*{(g) How large are these terms in a small model?}

Put four electrons on an open chain of five sites. The hopping magnitude is $0.2\,E_{\rm h}$, the site energies are $0,\,0.1,\,-0.1,\,0.05,\,-0.05\,E_{\rm h}$, and electrons on sites $p$ and $q$ repel with $0.3/(1+|p-q|)\,E_{\rm h}$. Evaluate one triple by hand, then judge the corrections.

\subsection*{Solution}

Label spin-orbitals by orbital number and spin, and take $(i,j,k)=(1{\uparrow},1{\downarrow},2{\uparrow})$ and $(a,b,c)=(3{\uparrow},4{\uparrow},5{\downarrow})$. The orbital energies are $0.0426$, $0.2020$, $0.4424$, $0.7607$ and $0.9118\,E_{\rm h}$, so
\begin{equation}
D=2(0.0426)+0.2020-0.4424-0.7607-0.9118\approx-1.828\,E_{\rm h}.
\end{equation}

The leading disconnected term is $t_i^a\langle jk||bc\rangle=0.010343\times(-17.378)=-0.1797\,{\rm m}E_{\rm h}$. Of the nine terms, four vanish because a single excitation here conserves spin. The signed remainder is
\begin{equation}
D\,t_d=-0.1797+0.0026+0.0120+0.0050-0.0992=-0.2593\,{\rm m}E_{\rm h}.
\end{equation}
The first two terms excite $i$ to $a$ and to $b$, the third excites $j$ to $c$, and the last two excite $k$ to $a$ and to $b$. The nine connected terms, grouped by which occupied label stands first ($i$, $j$, $k$), sum to
\begin{equation}
D\,t_c=-1.5064-0.3103-0.5992=-2.4159\,{\rm m}E_{\rm h}.
\end{equation}
Division by $D$ gives $t_c=0.001322$ and $t_d=0.000142$. The signs quoted here depend on the arbitrary signs of the orbitals; a different choice can reverse $t_c$ and $t_d$ only together, and the energy is unchanged. The $36$ orderings cancel the prefactor in (\ref{final}), so this triple contributes
\begin{equation}
-2.4159\times(0.001322+0.000142)\approx-0.00354\,{\rm m}E_{\rm h}.
\end{equation}

Summed over all triples,
\begin{equation}
E_{({\rm T})}=-0.02359-0.00095=-0.02454\,{\rm m}E_{\rm h}\approx-0.668\ {\rm meV}.
\end{equation}
Full diagonalization, exact for this model, gives a correlation energy of $-17.1897\,{\rm m}E_{\rm h}$. Relative to it, the errors are $0.0316\,{\rm m}E_{\rm h}$ for CCSD, $0.0080$ with [T], $0.0070$ with (T) and $0.0010$ for CCSDT. Here the singles--triples term has the same sign as [T] and improves the result slightly. This sign belongs to the model and is not general. In hydrogen fluoride (6-31G basis) $E_{\rm ST}$ is positive from equilibrium to three times the bond length, opposite to [T], and it offsets part of the overshoot of [T] at long bonds.

The strict fifth-order budget (\ref{budget}), in ${\rm m}E_{\rm h}$, is
\begin{equation}
-0.000330-0.008307-0.001729-0.000785=-0.011151 .
\end{equation}
The two parts contained in (T) make up about $77\%$ of it. The fifth-order total is as large as the fourth-order one, $-0.01092\,{\rm m}E_{\rm h}$, so low orders alone do not suffice in this model. Likewise $E_{\rm ST}$ is $-0.00033\,{\rm m}E_{\rm h}$ at strict fifth order but $-0.00095\,{\rm m}E_{\rm h}$ with converged amplitudes. The formula is the same in both cases, so the difference comes from the higher-order parts of the CCSD amplitudes.

The numerical check also confirms the unit coefficient in (d): removing $T_3$ from the singles equation alone leaves the fourth-order energy unchanged and raises the fifth-order energy by $0.000330\,{\rm m}E_{\rm h}$, which is $-E_{\rm ST}^{(5)}$ as given by the formula.

\section*{Values computed for the example and the checks}
\begin{verbatim}
sites, electrons, determinants (count): 5 4 210
hopping magnitude, on-site repulsion U: 0.2, 0.3 Eh
site energies (Eh): [ 0.    0.1  -0.1   0.05 -0.05]
orbital energies (Eh): [0.042634 0.202023 0.442423 0.76072  0.911771]
Hartree-Fock energy: -0.29005612 Eh
largest |t_i^a| (dimensionless): 0.010343
largest |t_ij^ab| (dimensionless): 0.158340
CCSD correlation energy: -17.158113 mEh
E[T], converged CCSD amplitudes: -0.023585 mEh
E_ST, converged CCSD amplitudes: -0.000951 mEh
E(T), combined formula: -0.024536 mEh
E(T), converted: -0.667661 meV
CCSD+[T] correlation energy: -17.181698 mEh
CCSD(T) correlation energy: -17.182649 mEh
CCSDT correlation energy: -17.188626 mEh
full diagonalization correlation energy: -17.189670 mEh
CCSD minus full diagonalization: 0.031557 mEh
CCSD+[T] minus full diagonalization: 0.007972 mEh
CCSD(T) minus full diagonalization: 0.007021 mEh
CCSDT minus full diagonalization: 0.001044 mEh
order 4, CCSDT minus CCSD: -0.010917 mEh
order 4, triples formula: -0.010917 mEh
order 5, effect of T3 in singles equation: -0.000330 mEh
order 5, E_ST formula: -0.000330 mEh
order 5, 2*E_DT: -0.008307 mEh
order 5, E_TT: -0.001729 mEh
order 5, E_TQ: -0.000785 mEh
order 5, CCSDT minus CCSD: -0.011151 mEh
chosen triple i,j,k -> a,b,c: 1up 1dn 2up -> 3up 4up 5dn
its denominator D: -1.827623 Eh
nine signed terms: rows ijk,jik,kji; columns abc,bac,cba
connected (mEh): -1.091573 -0.415282 0.000406
connected (mEh): -0.090774 -0.219524 0.000000
connected (mEh): -1.588798 0.904018 0.085594
disconnected (mEh): -0.179742 0.002564 -0.000000
disconnected (mEh): -0.000000 0.000000 0.011991
disconnected (mEh): 0.005045 -0.099194 0.000000
sum of connected terms, D*tc: -2.415935 mEh
sum of disconnected terms, D*td: -0.259336 mEh
tc, td (dimensionless): 0.00132190, 0.00014190
its energy share D*tc*(tc+td): -0.003536 mEh
largest disconnected term: single 1up -> 3up ; pair 1dn 2up -> 4up 5dn
its single amplitude (dimensionless): 0.01034302
its integral <jk||bc>: -17.378083 mEh
its sign from P P (dimensionless): 1
\end{verbatim}
